# How small width errors change the Elmore delay of a wire, part 1

(Sections cited here and not found follow in the second part.)

## I. The weight and its meaning

A wire of length \(L\) is driven at \(x=0\) by an ideal voltage source and is open at \(x=L\). Its resistance per length is inversely proportional to its width, and its capacitance per length is directly proportional to its width. Let the width be \(w_0[1+\varepsilon(u)]\), where \(u=x/L\) is the fractional distance from the driver. To first order in \(\varepsilon\), the Elmore delay \(T\) at the open end changes by

\[
\delta T=RC\int_0^1(2u-1)\,\varepsilon(u)\,du ,
\tag{1}
\]

where \(R\) and \(C\) are the total resistance and capacitance of the uniform wire. The delay of the uniform wire is \(T_0=RC/2\), so the fractional change is

\[
\frac{\delta T}{T_0}=2\int_0^1(2u-1)\,\varepsilon(u)\,du .
\tag{2}
\]

The weight \(2u-1\) thus belongs to the change measured in units of \(RC\). Measured against the delay itself, the weight is twice as large. Extra width near the driver shortens the delay, and extra width near the open end lengthens it.

### The delay as a double integral

Let the wire be uncharged before \(t=0\), when the source steps from 0 to 1 in units of the final voltage. Let \(V(x,t)\) be the voltage on the wire and \(I(x,t)\) the current flowing away from the driver. The Elmore delay is the mean time of the voltage rise at the far end:

\[
T=\int_0^\infty t\,\frac{\partial V(L,t)}{\partial t}\,dt
=\int_0^\infty[1-V(L,t)]\,dt .
\tag{3}
\]

The second form follows by parts, with \(-(1-V)\) as the antiderivative of \(\partial V/\partial t\). The boundary term \(-t(1-V)\) vanishes at \(t=0\). It also vanishes at late times, because a finite resistive and capacitive wire approaches its final voltage exponentially.

With \(r(x)\) and \(c(x)\) the resistance and capacitance per length, Ohm's law and charge conservation read

\[
\frac{\partial V}{\partial x}=-rI,\qquad
\frac{\partial I}{\partial x}=-c\,\frac{\partial V}{\partial t}.
\tag{4}
\]

No current leaves the open end, so \(I(L,t)=0\). Integrating the second equation from \(x\) to \(L\) gives

\[
I(x,t)=\int_x^L c(x')\,\frac{\partial V(x',t)}{\partial t}\,dx' .
\tag{5}
\]

The current at \(x\) is what charges the wire beyond \(x\). Integrating the first equation over the whole wire, with \(V(0,t)=1\), gives

\[
1-V(L,t)=\int_0^L r(x)\,I(x,t)\,dx .
\tag{6}
\]

Now integrate (6) over time. Each point of the wire starts at voltage 0 and ends at voltage 1, since no current flows in the final state. Hence (5) gives \(\int_0^\infty I(x,t)\,dt=\int_x^L c(x')\,dx'\), and

\[
T=\int_0^L r(x)\left[\int_x^L c(x')\,dx'\right]dx .
\tag{7}
\]

Each piece of resistance is multiplied by all the capacitance charged through it.

For the present wire, \(r=R_s/w\) and \(c=C_aw\), where \(R_s\) is the sheet resistance and \(C_a\) the capacitance per area. The nominal totals are \(R=R_sL/w_0\) and \(C=C_aw_0L\). With \(x=Lu\) and \(x'=Ly\), equation (7) becomes

\[
\frac{T}{RC}=\int_0^1du\int_u^1dy\,
\frac{1+\varepsilon(y)}{1+\varepsilon(u)} .
\tag{8}
\]

For \(\varepsilon=0\) the integral is the area of the triangle \(0<u<y<1\), which is \(1/2\). This confirms \(T_0=RC/2\).

### The first-order change

Let \(|\varepsilon|<1\) everywhere, so that the width stays positive and the geometric series converges:

\[
\frac1{1+\varepsilon(u)}=1-\varepsilon(u)+\varepsilon(u)^2-\cdots .
\]

Multiplication by \(1+\varepsilon(y)\) gives

\[
\frac{1+\varepsilon(y)}{1+\varepsilon(u)}
=1+\varepsilon(y)-\varepsilon(u)
+\varepsilon(u)^2-\varepsilon(u)\varepsilon(y)+O(\varepsilon^3).
\tag{9}
\]

There are two first-order terms. In the first, exchange the order of integration. For a given \(y\), the variable \(u\) runs from 0 to \(y\):

\[
\int_0^1du\int_u^1dy\,\varepsilon(y)
=\int_0^1dy\,\varepsilon(y)\int_0^ydu
=\int_0^1y\,\varepsilon(y)\,dy .
\tag{10}
\]

In the second, the integrand does not depend on \(y\), whose range has length \(1-u\):

\[
-\int_0^1du\int_u^1dy\,\varepsilon(u)
=-\int_0^1(1-u)\,\varepsilon(u)\,du .
\tag{11}
\]

Rename \(y\) as \(u\) in (10) and add (11). The weight is \(u-(1-u)=2u-1\), which proves (1).

The two parts have separate physical meanings. Widening the wire at \(u\) adds capacitance there, and this is charged through the upstream resistance \(uR\). The delay therefore rises in proportion to \(u\). The same widening removes resistance at \(u\), through which the downstream capacitance \((1-u)C\) is charged. The delay therefore falls in proportion to \(1-u\). At the midpoint the two effects balance.

The weight can also be measured without these integrals. A uniform wire was divided into 100 cells, each a resistor with half of the cell's capacitance at either end. The width of one cell at a time was raised and lowered by one part in \(10^4\), and the delay was found by solving the circuit equations. The resulting weights differed from \(2u-1\) at the cell centres by at most \(2.9\times10^{-8}\).

### What cancels and what does not

If \(\varepsilon\) is the same at every \(u\), the ratio in (8) equals 1 and the delay is unchanged. This holds for a uniform error of any size that leaves the width positive, because the resistance falls by the factor by which the capacitance rises.

It follows that the first-order delay responds only to the variation of width along the wire. Adding a constant to \(\varepsilon\) in (2) changes nothing, since \(\int_0^1(2u-1)\,du=0\).

Driving the same wire from its other end replaces \(u\) by \(1-u\) and reverses the sign of the first-order change. There is also a relation between the two delays that needs no expansion. Let \(T_\rightarrow\) be the delay when the wire is driven at \(u=0\), and \(T_\leftarrow\) the delay when it is driven at \(u=1\). In the first case the capacitance at \(y\) is charged through the resistance at \(u<y\), and in the second through that at \(u>y\). Together the two regions fill the unit square, so

\[
\frac{T_\rightarrow+T_\leftarrow}{RC}
=\int_0^1\frac{du}{1+\varepsilon(u)}
\int_0^1[1+\varepsilon(y)]\,dy\ \ge\ 1 .
\tag{12}
\]

The inequality is that of Cauchy and Schwarz, applied to the functions \((1+\varepsilon)^{1/2}\) and \((1+\varepsilon)^{-1/2}\), whose product is 1. Width errors can shorten the delay from one end, but they cannot shorten it from both.

### The size of the next term

The second-order terms in (9) give two integrals. The first is \(\int_0^1(1-u)\varepsilon^2du\), by the step that led to (11). The second contains \(\varepsilon(u)\varepsilon(y)\), which is symmetric in its two variables. Its integral over the triangle is therefore half of that over the square, namely \(\tfrac12\left(\int_0^1\varepsilon\,du\right)^2\). Division by \(T_0=RC/2\) doubles both:

\[
\left(\frac{\delta T}{T_0}\right)_2
=2\int_0^1(1-u)\,\varepsilon^2\,du
-\left(\int_0^1\varepsilon\,du\right)^2 .
\tag{13}
\]

For a uniform error this gives \(\varepsilon^2-\varepsilon^2=0\), as it must.

A bound on everything beyond first order follows from the identity

\[
\frac{1+\varepsilon(y)}{1+\varepsilon(u)}
=1+[\varepsilon(y)-\varepsilon(u)]
-\frac{\varepsilon(u)[\varepsilon(y)-\varepsilon(u)]}{1+\varepsilon(u)} .
\]

Suppose that \(|\varepsilon|\le\eta<1\). The last term is then at most \(2\eta^2/(1-\eta)\) in magnitude. Its integral over the triangle, of area \(1/2\), is divided by \(T_0/RC=1/2\). The error of (2), relative to \(T_0\), is therefore at most \(2\eta^2/(1-\eta)\). For \(\eta=0.02\) this is 0.08%. The linear rule is useful when its own result is well above the neglected terms, which is a stronger demand than \(\eta\ll1\) when the first-order effects nearly cancel.

### Tapers, steps and ripples

Consider a linear taper \(\varepsilon=a(1-2u)\), which is wide at the driver for \(a>0\). Since \(\int_0^1(2u-1)^2du=1/3\), equation (2) gives

\[
\frac{\delta T}{T_0}=-\frac{2a}{3}.
\tag{14}
\]

The mean of this \(\varepsilon\) is zero. To find the second-order term, put \(z=u-\tfrac12\), so that \((1-u)(1-2u)^2=(\tfrac12-z)4z^2\). The odd part integrates to zero over \(-\tfrac12<z<\tfrac12\), and the even part gives \(\tfrac12\cdot\tfrac13=\tfrac16\). Equation (13) then adds \(a^2/3\).

Among all profiles with the same root-mean-square error \(\varepsilon_{\rm rms}\), the linear taper has the largest first-order effect. The Cauchy–Schwarz inequality applied to (2) gives

\[
\left|\frac{\delta T}{T_0}\right|
\le2\left[\int_0^1(2u-1)^2du\right]^{1/2}\varepsilon_{\rm rms}
=\frac{2}{\sqrt3}\,\varepsilon_{\rm rms},
\tag{15}
\]

with equality when \(\varepsilon\) is proportional to \(2u-1\).

Next let a segment of fractional length \(\Delta\), centred at \(m\), have constant error \(\varepsilon\), with no error elsewhere. The weight is linear in \(u\), so its mean over the segment is its value at the centre:

\[
\frac{\delta T}{T_0}=2\varepsilon\Delta(2m-1).
\tag{16}
\]

Last, let the width ripple as \(\varepsilon=b\sin(2\pi nu)\), with \(n\) whole periods along the wire. Integration by parts gives

\[
\int_0^1u\sin(2\pi nu)\,du
=\left[-\frac{u\cos(2\pi nu)}{2\pi n}\right]_0^1
+\int_0^1\frac{\cos(2\pi nu)}{2\pi n}\,du
=-\frac1{2\pi n}.
\]

The integral of the sine alone is zero, so \(\delta T/T_0=-2b/(\pi n)\). Fine ripples nearly average out. The second-order term does not fall with \(n\). Since \(\sin^2(2\pi nu)\) is symmetric about the midpoint and has mean \(1/2\), \(\int_0^1(1-u)\sin^2(2\pi nu)\,du=1/4\), and (13) gives \(b^2/2\). It exceeds the magnitude of the linear term when \(n>4/(\pi b)\). These second-order results require a period much longer than the width, so that the current can follow the edges. Random roughness behaves in a similar way.

### A gate line in numbers

The capacitance of a silicided polysilicon gate line over thin oxide is mostly that of a parallel plate, which suits the model. Rough typical inputs are a width of 100 nm, a length of 20 µm, a sheet resistance of 10 ohm per square and an electrical oxide thickness of 2.5 nm. The last figure includes a rough allowance for charge layers on both sides of the oxide. The step is taken as small, about a bias in strong inversion, so that the capacitance is constant.

The line contains \(20\,000/100=200\) squares, so \(R=2000\) ohm. With relative permittivity 3.9, the plate formula gives \(C=27.63\) fF. Hence \(RC=55.25\) ps and \(T_0=27.6\) ps, or \(1.14\times10^6\) atomic units of time.

Let the line be 2 nm too wide at the driver and 2 nm too narrow at the open end, with a linear change between. Then \(a=0.02\), and (14) gives \(-2(0.02)/3=-1.333\%\), or \(-0.368\) ps. The second-order term is \((0.02)^2/3=0.013\%\). Numerical integration of (8) gives \(-1.320\%\), the sum of the two.

Now let a segment 1 µm long be 2 nm too wide, so that \(\Delta=0.05\) and \(\varepsilon=0.02\). At the driver end \(m=0.025\), and (16) gives \(2(0.02)(0.05)(-0.95)=-0.190\%\). The full delay changes by \(-0.186\%\). In the middle the linear change is zero, and the full change is \(0.002\%\). At the open end both are \(0.190\%\). They agree so closely because \(1-m=\Delta/2\) there, and (13) becomes \(2(\Delta/2)\varepsilon^2\Delta-\varepsilon^2\Delta^2=0\).

## II. Rough edges and real wires

The wire has nominal resistance \(R\), capacitance \(C\) and delay \(T_0=RC/2\). Its width is \(w_0[1+\varepsilon(u)]\), with \(u\) the fractional distance from the driver. The first half showed that the fractional change of delay is \(2\int_0^1(2u-1)\varepsilon\,du\) to first order, equation (2), and that the second-order term is (13). The example is a gate line with \(L=20\) µm, \(w_0=100\) nm, \(R=2000\) ohm, \(C=27.63\) fF and \(T_0=27.6\) ps.

### The spread caused by roughness

A printed line has two edges. If they move outward by \(e_1\) and \(e_2\), then \(\varepsilon=(e_1+e_2)/w_0\). A sideways shift of the whole line has \(e_1=-e_2\) and leaves the width unchanged. For independent edges of equal variance, the variance of the width is twice that of one edge.

Let an angle bracket denote the mean over many nominally identical wires. The roughness is taken to have zero mean and an exponential correlation:

\[
\langle\varepsilon(u)\rangle=0,\qquad
\langle\varepsilon(u)\varepsilon(y)\rangle
=\sigma^2e^{-|u-y|/\lambda},\qquad
\lambda=\frac{\xi}{L}.
\tag{17}
\]

Here \(\sigma\) is the root-mean-square fractional width error and \(\xi\) the correlation length. Squaring (2) and taking the mean gives the variance of the first-order change:

\[
S^2=4\sigma^2J,\qquad
J=\int_0^1\!\!\int_0^1(2u-1)(2y-1)\,e^{-|u-y|/\lambda}\,du\,dy .
\tag{18}
\]

The exponential depends only on the separation \(q=|u-y|\). The regions \(y>u\) and \(y<u\) contribute equally, so

\[
J=2\int_0^1A(q)\,e^{-q/\lambda}\,dq,\qquad
A(q)=\int_0^{1-q}(2u-1)(2u+2q-1)\,du .
\tag{19}
\]

Put \(z=u+q/2-1/2\). The two factors become \(2z-q\) and \(2z+q\), and \(z\) runs from \(-(1-q)/2\) to \((1-q)/2\). Therefore

\[
\begin{aligned}
A(q)&=\int_{-(1-q)/2}^{(1-q)/2}(4z^2-q^2)\,dz
=\frac{(1-q)^3}{3}-q^2(1-q)\\
&=\frac13-q+q^2-\frac{q^3}{3}-q^2+q^3
=\frac13-q+\frac{2q^3}{3}.
\end{aligned}
\tag{20}
\]

The remaining integrals are \(I_k=\int_0^1q^ke^{-q/\lambda}dq\). Write \(E=e^{-1/\lambda}\). Direct integration gives \(I_0=\lambda(1-E)\), and integration by parts gives \(I_k=-\lambda E+k\lambda I_{k-1}\). Hence

\[
\begin{aligned}
I_1&=\lambda^2-E(\lambda+\lambda^2),\\
I_2&=2\lambda^3-E(\lambda+2\lambda^2+2\lambda^3),\\
I_3&=6\lambda^4-E(\lambda+3\lambda^2+6\lambda^3+6\lambda^4).
\end{aligned}
\tag{21}
\]

By (20), \(J=2(I_0/3-I_1+2I_3/3)\). The terms without \(E\) are \(\lambda/3-\lambda^2+4\lambda^4\). The coefficient of \(E\) is

\[
-\frac{\lambda}{3}+\lambda+\lambda^2
-\frac{2\lambda}{3}-2\lambda^2-4\lambda^3-4\lambda^4
=-\lambda^2(1+2\lambda)^2 .
\]

The result is

\[
J=2\left[\frac{\lambda}{3}-\lambda^2+4\lambda^4
-\lambda^2(1+2\lambda)^2e^{-1/\lambda}\right].
\tag{22}
\]

For a correlation length much shorter than the wire, the first term dominates and

\[
S\simeq\sigma\sqrt{\frac{8\lambda}{3}}
=\sigma\sqrt{\frac{8\xi}{3L}} .
\tag{23}
\]

The wire then contains many nearly independent pieces whose effects partly cancel. At fixed \(w_0\), \(\sigma\) and \(\xi\), the fractional spread falls as \(L^{-1/2}\). The delay itself grows as \(L^2\), so the spread in picoseconds grows as \(L^{3/2}\).

In the opposite limit, \(\lambda\gg1\), each wire has a nearly uniform error and the spread must vanish. To find how, put \(e^{-q/\lambda}\simeq1-q/\lambda\) in (19). The constant term gives zero, because \(\int_0^1A\,dq=1/3-1/2+1/6=0\). The next one gives

\[
J\simeq-\frac2\lambda\int_0^1qA(q)\,dq
=-\frac2\lambda\left(\frac16-\frac13+\frac2{15}\right)
=\frac1{15\lambda}.
\tag{24}
\]

At fixed \(\sigma\) the spread is thus small at both extremes and largest at some intermediate correlation length.

To first order, a width error changes the Elmore delay with weight \(2u-1\) in units of \(RC\), and for rough edges this gives the random spread of the delay through (22). What remains is the shift of the mean delay caused by roughness, the effects of driver, load and fringe field, and the response of the 50% delay.

Numerical values quoted here were computed with a short program.
